\section*{The branching plane and the seam at a conical intersection, part 2}

Two electronic energy surfaces touch at a nonlinear geometry $R_0$ of $N$ nuclei. Which displacements $x\in\mathbb{R}^{3N}$ open the gap $\Delta$, and how large is the seam of degenerate geometries? Atomic units (Eh, bohr) and the Euclidean dot product are used.

The Hamiltonian matrix $H(R)$ is real symmetric and smooth. $H_0=H(R_0)=E_01_2\oplus B_0$ has a degenerate pair $|1\rangle,|2\rangle$ spanning $P$; the other states span $Q$, at least $d$ away in energy. Define $W_{IJ}=\langle I|\nabla H(R_0)|J\rangle$, $s=\tfrac12(W_{11}+W_{22})$, $g=\tfrac12(W_{22}-W_{11})$, $h=W_{12}$ and $\rho(x)=\sqrt{(g\cdot x)^2+(h\cdot x)^2}$. Independent $g,h$ span the branching plane.

The first derivation eliminates $Q$ at energy $E$, leaving $K=H_{PP}-E_0-H_{PQ}(H_{QQ}-E)^{-1}H_{QP}$ with $\|H_{PQ}\|\le c|x|$. It gives
\begin{equation}
E_\pm=E_0+s\cdot x\pm\rho(x)+O(|x|^2),\qquad \Delta=E_+-E_-=2\rho(x)+O(|x|^2).
\label{eq:cone}
\end{equation}
The pair may be rotated, optionally with $|2'\rangle\to-|2'\rangle$:
\begin{gather}
|1'\rangle=\cos\theta|1\rangle+\sin\theta|2\rangle,\qquad |2'\rangle=-\sin\theta|1\rangle+\cos\theta|2\rangle\label{eq:mix}\\
g'=g\cos2\theta-h\sin2\theta,\qquad h'=g\sin2\theta+h\cos2\theta .\label{eq:rot}\\
g'\cdot h'=\tfrac12(g^2-h^2)\sin4\theta+g\cdot h\cos4\theta,\label{eq:dot}\\
g'^2=\tfrac12(g^2+h^2)+\tfrac12(g^2-h^2)\cos4\theta-g\cdot h\sin4\theta .\label{eq:len}\\
\theta^*=\tfrac14\operatorname{atan2}(-2g\cdot h,\;g^2-h^2),\label{eq:star}
\end{gather}
At $\theta^*$ (principal frame) $g'\cdot h'=0$ and $|g'|\ge|h'|$. Adiabatic states $\psi_1,\psi_2$ along $x=tu$, $t\to0^+$, give, with error $O(t)$,
\begin{gather}
2\theta(u)=\operatorname{atan2}(-h\cdot u,\;g\cdot u).\label{eq:ray}\\
\tfrac12\nabla(E_2-E_1)\to g',\qquad (E_2-E_1)\langle\psi_1|\nabla\psi_2\rangle\to h' ,\label{eq:adia}
\end{gather}
A rigid motion with tangent $r$ mixes determinants by an orthogonal matrix $U$. For antisymmetric $\Lambda$,
\begin{gather}
\langle I|[\Lambda,H_0]|J\rangle=\Lambda_{IJ}E_J-E_I\Lambda_{IJ}=(E_J-E_I)\Lambda_{IJ},\label{eq:comm}\\
s\cdot r=g\cdot r=h\cdot r=0 .\label{eq:rigid}
\end{gather}
The seam has dimension $3N-2$, or $3N-8$ in shape, and meets the plane locally only at $R_0$. Along a unit tangent $\tau$ its energy is $E_0+t\,s\cdot\tau+O(t^2)$. At $t\tau$, to leading order, $\tfrac12(K_{22}-K_{11})=t^2q_z$, $K_{12}=t^2q_x$, $|q|^2=q_z^2+q_x^2$ and $\Delta=2t^2|q|$. In the principal frame the correction $a\hat g+b\hat h$ closing the gap obeys
\begin{equation}
\frac{t^2|q|}{|g|}\le\sqrt{a^2+b^2}\le\frac{t^2|q|}{|h|}.
\label{eq:bracket}
\end{equation}

The second derivation writes matrices $X$ near $H_0$ as $e^{\kappa}(A\oplus B)e^{-\kappa}$, $\kappa$ antisymmetric; the $2\times2$ block $A(X)$ holds the pair energies. $F(x)$ is the traceless part of $A(H(R_0+x))$. Its derivative $Lx=[(x\cdot\nabla H)_{PP}]^\circ$ maps into $\mathcal{N}$, the traceless symmetric operators on $P$. If $L$ is onto, the seam has tangent space $\ker L$. Also
\begin{equation}
\Delta^2=2\operatorname{tr}F(x)^2=2\operatorname{tr}(Lx)^2+O(|x|^3).
\label{eq:D}
\end{equation}

\subsection{The vectors as components}

A basis of the pair space supplies a basis of $\mathcal{N}$,
\begin{equation}
\tau_1=|2\rangle\langle2|-|1\rangle\langle1|,\qquad \tau_2=|1\rangle\langle2|+|2\rangle\langle1|,\qquad \operatorname{tr}(\tau_a\tau_b)=2\delta_{ab}.
\end{equation}
The components are $\tfrac12\operatorname{tr}(\tau_1Lx)=\tfrac12(W_{22}-W_{11})\cdot x=g\cdot x$ and $\tfrac12\operatorname{tr}(\tau_2Lx)=h\cdot x$, so $Lx=(g\cdot x)\tau_1+(h\cdot x)\tau_2$. The kernel is the set orthogonal to both vectors, its complement is their span, and $L$ is onto exactly when they are independent. Then $\operatorname{tr}(Lx)^2=2\rho^2$, and \eqref{eq:D} reads $\Delta^2=4x^T(gg^T+hh^T)x+O(|x|^3)$, so
\begin{equation}
\nabla\nabla\Delta^2\big|_{R_0}=8\,(gg^T+hh^T).
\label{eq:hess}
\end{equation}

The transformation law follows from the complex vector $v=|1\rangle+i|2\rangle$. The bilinear form, without complex conjugation, is $v^TWv=W_{11}-W_{22}+2iW_{12}=-2(g-ih)$. Under \eqref{eq:mix},
\begin{equation}
v'=(\cos\theta-i\sin\theta)|1\rangle+(\sin\theta+i\cos\theta)|2\rangle=e^{-i\theta}v ,
\end{equation}
and $v$ enters twice, so $g'-ih'=e^{-2i\theta}(g-ih)$. With $z=g+ih$,
\begin{equation}
z'=e^{2i\theta}z,
\label{eq:z}
\end{equation}
whose real and imaginary parts are \eqref{eq:rot}. The sign flip of $|2\rangle$ conjugates $v$ and $z$. The number $z\cdot z=g^2-h^2+2i\,g\cdot h$ is multiplied by $e^{4i\theta}$, and making it real and positive requires $4\theta=-\arg(z\cdot z)$, which is \eqref{eq:star}.

The energies fix the pair up to this freedom and no further. Let $G=(g,h)$ be the $3N\times2$ matrix of rank two and let $\tilde G$ be another with $\tilde G\tilde G^T=GG^T$. Both have the range of $GG^T$ as column space, so $\tilde G=GO$ for a $2\times2$ matrix $O$, and $G(OO^T-1)G^T=0$. Multiplying by $G^T$ on the left and $G$ on the right and cancelling the invertible $G^TG$ gives $OO^T=1$. Every such $O$ is a rotation or a reflection and is reached by \eqref{eq:z} with or without conjugation.

Equation \eqref{eq:z} also handles a threefold axis at $R_0$. The operation acts on displacements by an orthogonal matrix $O_3$ and on a doubly degenerate $E$ pair as a rotation by $120^\circ$, so $O_3^Tz=e^{\pm i240^\circ}z$. Then $z\cdot z=e^{\pm i480^\circ}z\cdot z$ forces $z\cdot z=0$: the vectors are orthogonal and of equal length in every basis. For a displacement with $O_3x=x$, $z\cdot x=e^{\pm i240^\circ}z\cdot x$ forces $g\cdot x=h\cdot x=0$.

\section{What each derivation assumes}

For the full result both need a smooth real symmetric $H$, an isolated pair, independent $g$ and $h$, and a nonlinear geometry. The last is used only in the count $3N-8$. Isolation enters as the same inverse, $(H_{QQ}-E)^{-1}$ in the first and $(B_0-E_0)^{-1}$ in the second. Independence enters where the span of $g$ and $h$ is taken to be a plane, at the last use of the implicit function theorem, and in the proof that the energies fix the pair; the expansion \eqref{eq:cone} and the law \eqref{eq:rot} hold without it.

The first derivation chooses the two states at the start and removes the choice afterwards. It treats the energy as an unknown, three equations in $3N+1$ variables, and is explicit: it bounds the remainder by $2c^2|x|^2/d$ plus curvature terms and produces the eigenvectors needed for \eqref{eq:adia}. It uses the dimension of $Q$ nowhere, so the partitioning and the expansion carry over to an infinite basis whenever $H_{PP}$, $H_{PQ}$ and the resolvent $(H_{QQ}-E)^{-1}$ are bounded and smooth in $R$ and $E$ near the crossing. For rigid motions it uses the matrix $U$, and so a basis of complete shells. The second derivation chooses no states until components are wanted. It uses the inverse function theorem in a finite-dimensional space, which proves that $A(X)$ exists and is smooth but, as used here, gives no size for the neighbourhood. In exchange it yields the smoothness of $\Delta^2$, shows that the number two is $\dim\mathcal{N}$ and has nothing to do with the molecule, and needs only the invariance of the spectrum under rigid motion.

Both use the Euclidean metric for the word plane. The tangent space $\ker L$ is defined by $g\cdot x=h\cdot x=0$, where $g$ and $h$ act as linear forms, and needs no metric. Its complement does. With the mass metric $x^TMy$, a displacement is orthogonal to the kernel when $Mx\in\mathrm{span}(g,h)$, so the plane is spanned by $M^{-1}g$ and $M^{-1}h$. The principal pair \eqref{eq:star} depends on the metric as well.

The second form shows most directly what happens when an assumption fails. If $H$ is complex Hermitian, the argument goes through with $\kappa$ anti-Hermitian, and the traceless Hermitian $2\times2$ matrices have dimension three. Three independent gradients then leave a degenerate set of dimension $3N-3$. This amounts to $3N-9$ shape coordinates if the spectrum is still invariant under all six rigid motions; a uniform external magnetic field removes the invariance under rotations about axes other than its own. For a perturbation $i\varepsilon\mathcal{A}$ with $\mathcal{A}$ real antisymmetric, the off-diagonal element of the pair block becomes $h\cdot x+i\varepsilon\mathcal{A}_{12}$, and to first order jointly in $x$ and $\varepsilon$
\begin{equation}
\Delta=2\sqrt{(g\cdot x)^2+(h\cdot x)^2+\varepsilon^2\mathcal{A}_{12}^2},
\label{eq:cplx}
\end{equation}
which, for $\mathcal{A}_{12}\neq0$, no small displacement in the plane can close. Spin--orbit coupling with an odd number of electrons involves Kramers pairs, four states in place of two, and lies outside both derivations. If $L$ has rank one the crossing is not conical. States of different total spin have $H_{12}=0$ at every geometry, one condition remains, and the crossing has codimension one. In the model $F=x_1\tau_1+(x_2^2-x_3^2)\tau_2$ the zero set is $x_1=0$, $x_2=\pm x_3$, two branches that cross, which is not a manifold. For a linear molecule the rigid tangents number five and the count does not apply. In a diatomic molecule \eqref{eq:rigid} confines $g$ and $h$ to the single stretching direction, so they cannot be independent; two conditions on one coordinate are met together only by symmetry or by accident, which is the non-crossing rule.

\section{Worked example}

The system is H$_4^+$, with the two lowest states, both doublets, from full configuration interaction in the STO-3G basis over L\"owdin orbitals (24 determinants). The digits describe this model, not the real ion: in the cc-pVDZ basis the crossing moves by about $0.004$ bohr within the branching plane and the lengths of $g$ and $h$ found below shrink by about $20\%$, to $0.18$ and $0.11$ Eh/bohr. The numerical check, with its output, gives all numbers used apart from the cc-pVDZ comparisons.

\subsection{A crossing without symmetry}

In a square the unpaired electron occupies a degenerate orbital pair. From a square of side 2.0 bohr, one diagonal pair of atoms is shifted by $(0.15,0.06,0.30)$ bohr and the other by the opposite vector, and the gap is closed again with the rectangular and rhombic distortions. The distances $r_{12},r_{13},r_{14},r_{23},r_{24},r_{34}$ at $R_0$ are $2.3764$, $2.7973$, $2.2233$, $2.0020$, $2.8595$, $1.8059$ bohr. A symmetry operation that permuted atoms would make two distances equal, and one that fixed four non-coplanar atoms is the identity, so no symmetry protects this crossing. The energy is $E_0=-1.626952$ Eh, the residual gap of $2.3\times10^{-14}$ Eh is well below the $10^{-11}$ Eh threshold at which the gap-closing iteration stops, and the third state lies $0.2725$ Eh higher.

In the principal frame $|g|=0.234536$ Eh/bohr ($12.06$ eV/\AA) and $|h|=0.133199$ Eh/bohr ($6.85$ eV/\AA). The printed $x$ and $y$ components of $g$ have the sign pattern of the rectangular distortion, and those of $h$ the pattern of the rhombic one. From these rounded lengths, with the last digit uncertain, $g^2=0.0550071$, $h^2=0.0177420$, half the sum is $0.0363746$ and half the difference $0.0186326$ (Eh/bohr)$^2$.

\subsection{Rotation and direction of approach}

For $\theta=20^\circ$, $\sin80^\circ=0.984808$ and $\cos80^\circ=0.173648$. Equations \eqref{eq:dot} and \eqref{eq:len} with $g\cdot h=0$ give
\begin{align}
g'\cdot h'&=0.0186326\times0.984808=0.018350,\\
g'^2&=0.0363746+0.0032355=0.0396101,\\
h'^2&=0.0363746-0.0032355=0.0331391,
\end{align}
in (Eh/bohr)$^2$, so $|g'|=0.199023$ and $|h'|=0.182042$ Eh/bohr, as found from matrix elements of the mixed states. The angle between the vectors has the cosine $0.018350/(0.199023\times0.182042)=0.5065$, about $60^\circ$ in place of $90^\circ$. The sum of squares stays $0.072749$, and the area $(0.0396101\times0.0331391-0.018350^2)^{1/2}=0.031240$ equals $0.234536\times0.133199$. Equation \eqref{eq:star} applied to the rotated pair gives $\tfrac14\operatorname{atan2}(-0.036699,0.006471)=-20^\circ$.

For an approach at $30^\circ$ from $\hat g$ towards $\hat h$, $g\cdot u=0.234536\cos30^\circ=0.203114$ and $h\cdot u=0.133199\sin30^\circ=0.066600$, so $\rho=0.213754$ Eh/bohr, $2\theta=-18.154^\circ$ and $\theta=-9.077^\circ$. With $\cos^22\theta=0.902924$ and $\sin^22\theta=0.097076$,
\begin{align}
g'^2&=0.0496672+0.0017223,\qquad |g'|=0.22669\ \text{Eh/bohr},\\
h'^2&=0.0053399+0.0160197,\qquad |h'|=0.14615\ \text{Eh/bohr}.
\end{align}
The program obtains the left sides of \eqref{eq:adia} by finite differences of adiabatic energies and eigenvectors near $R_0$ and finds the same angle and lengths. The combined deviation of the two vectors from \eqref{eq:rot} is $7.44\times10^{-5}$ Eh/bohr at $4\times10^{-4}$ bohr from $R_0$ and $3.72\times10^{-5}$ at half that distance, the linear decay derived above. The smaller value is $1.4\times10^{-4}$ relative to $(g^2+h^2)^{1/2}=0.2697$ Eh/bohr. At $110^\circ$, $g\cdot u=-0.080216$ and $h\cdot u=0.125166$ give $2\theta=-122.65^\circ$ and $\theta=-61.33^\circ$, and now the adiabatic gradient difference ($0.16909$) is shorter than the coupling vector ($0.21014$ Eh/bohr).

\subsection{Gaps and the dimension of the seam}

At $\pm t\hat g$ the gap is $2|{\pm t}|g|+t^2q_z|+O(t^3)$, with $q_z$ now taken for the direction $\hat g$, so the mean of the two sides is $2t|g|+O(t^3)$, and likewise for $\hat h$. For $t=0.01$ bohr the cone gives $4.6907\times10^{-3}$ Eh along $\hat g$ and $2.66398\times10^{-3}$ Eh along $\hat h$; diagonalisation gives $4.6907\times10^{-3}$ and $2.66401\times10^{-3}$ Eh. Over five random directions the slopes $s\cdot u\pm\rho(u)$ agree with similarly symmetrised eigenvalue differences to $1.0\times10^{-9}$ Eh/bohr at worst. Let $\tau$ be the normalised projection of the $x$ displacement of atom 1 on the space orthogonal to $g$, $h$ and the rigid tangents. The gap along $\tau$ is $7.68\times10^{-7}$ Eh at $0.005$ bohr and $3.06\times10^{-6}$ Eh at $0.01$ bohr. The ratio $3.987$ is close to the 4 of a quadratic law, and the second value is about 870 times smaller than the gap along $\hat h$.

The Hessian of $\Delta^2$, built from eigenvalues only, tests \eqref{eq:hess} without any choice of states. Its two large eigenvalues are $0.440059$ and $0.141936$ (Eh/bohr)$^2$, equal to $8g^2$ and $8h^2$. The other ten are at most $4.9\times10^{-8}$ in modulus. Removing six rigid motions leaves $10-6=4=3\times4-8$.

Vanishing curvature of $\Delta^2$ shows only that the gap is of higher order, so the program also steps along four orthonormal tangent directions and closes the gap inside the plane. It succeeds for each. The combined correction is $4.961\times10^{-5}$ bohr for steps of $0.02$ bohr and $1.239\times10^{-5}$ bohr for $0.01$ bohr, a ratio of $4.003$. The changes of the six distances per unit step length have singular values $1.999$, $1.443$, $1.348$, $0.421$, all nonzero, so the four steps are independent changes of shape. Three starting points displaced within the plane all return to $R_0$, in line with its isolation there.

The seam energy falls along $\tau$ with slope $-0.042260$ Eh/bohr, equal to $s\cdot\tau$, so $R_0$ is not the lowest point of the seam. Nearly all of $s$ lies along the seam: $(0.061491^2-0.004630^2-0.002103^2)^{1/2}=0.06128$ Eh/bohr. At $0.1$ bohr along $\tau$ the gap closes again to rounding error, at an energy lower by $1.630798-1.626952=0.003846$ Eh. The linear term gives $0.004226$ Eh, and the remaining $0.00038$ Eh, $9\%$ of the linear term, is the sum of the higher orders. The gap of $3.0624\times10^{-6}$ Eh at $t=0.01$ bohr equals $2t^2|q|$ up to $O(t^3)$, which gives the estimate $|q|\approx0.0153$ Eh/bohr$^2$. With it, \eqref{eq:bracket} at $t=0.1$ bohr brackets the correction at leading order between about $0.00065$ and $0.00115$ bohr. The computed value is $0.00103$ bohr.

With model masses $1,1,1,2$ the plane spanned by $M^{-1}g$ and $M^{-1}h$ makes principal angles of $14.6^\circ$ and $11.0^\circ$ with the Euclidean one. A random antisymmetric matrix of unit norm, with $\varepsilon=10^{-5}$ Eh and $|\mathcal{A}_{12}|=0.0918$, serves as a model complex perturbation. Equation \eqref{eq:cplx} gives $2\times10^{-5}\times0.0918=1.84\times10^{-6}$ Eh at $R_0$, and diagonalisation gives $1.837\times10^{-6}$ Eh.

\subsection{Three atoms}

With $s$ functions alone the matrix $H$ does not change under rigid motion and \eqref{eq:rigid} holds trivially. Equilateral H$_3$ of side 2.0 bohr, with a $p$ shell of exponent $0.8$ added to STO-3G (792 determinants, $E_0=-1.426775$ Eh), tests it where it could fail. A rotation about the threefold axis changes the matrix strongly, $\|(\partial H/\partial\varphi)|1\rangle\|=1.33$ Eh/rad, yet the largest product of a rigid tangent with $s$, $g$ or $h$ is $1.9\times10^{-9}$ in atomic units: the block of $\partial H/\partial\varphi$ within the pair vanishes, as \eqref{eq:comm} requires, so $(\partial H/\partial\varphi)|1\rangle$ lies entirely in the space of the other states. The lengths are $|g|=|h|=0.277347$ Eh/bohr, the circular cone demanded by the threefold axis. The equality follows from symmetry, but the value belongs to this small basis: cc-pVDZ gives about $0.145$ Eh/bohr and $E_0\approx-1.557$ Eh at the same geometry. One direction is left, $3\times3-8=1$. It is the symmetric stretch, and at side $2.2$ bohr the gap is again zero to rounding error ($1.2\times10^{-14}$ Eh).

\section*{Computed values}
\begin{verbatim}
H4+ FCI/STO-3G, determinants: 24
square side 2.0 bohr; alternate shift (bohr): 0.15 0.06 0.30
R0 atom 1 (bohr): 1.13768 1.05033 0.30000
R0 atom 2 (bohr): -1.15967 0.95232 -0.30000
R0 atom 3 (bohr): -0.83768 -0.93033 0.30000
R0 atom 4 (bohr): 0.85967 -1.07232 -0.30000
r12 r13 r14 r23 r24 r34 (bohr): 2.3764 2.7973 2.2233 2.0020 2.8595 1.8059
E0 = -1.62695195 Eh, gap = 2.3e-14 Eh, E3-E0 = 0.27253 Eh
g atoms 1,2 (Eh/bohr): 0.0869 -0.0849 0.0013 -0.0858 -0.0803 -0.0023
g atoms 3,4 (Eh/bohr): -0.0806 0.0819 0.0007 0.0794 0.0832 0.0003
h atoms 1,2 (Eh/bohr): 0.0530 0.0614 0.0068 0.0397 -0.0598 0.0029
h atoms 3,4 (Eh/bohr): -0.0417 -0.0289 -0.0064 -0.0509 0.0273 -0.0034
s atoms 1,2 (Eh/bohr): -0.0257 -0.0216 0.0005 0.0260 -0.0182 -0.0021
s atoms 3,4 (Eh/bohr): 0.0199 0.0175 0.0047 -0.0203 0.0223 -0.0031
|g| = 0.234536 Eh/bohr = 12.0603 eV/Angstrom
|h| = 0.133199 Eh/bohr = 6.8494 eV/Angstrom
s.ghat = -0.004630, s.hhat = -0.002103, |s| = 0.061491 Eh/bohr
theta=20 deg: |g'|=0.199023, |h'|=0.182042 Eh/bohr
  g'.h'=1.834960e-02 (Eh/bohr)^2, recovered theta*=-20.0000 deg
  g^2+h^2: 7.274934e-02 -> 7.274934e-02 (Eh/bohr)^2
  |g^h|:   3.124004e-02 -> 3.124004e-02 (Eh/bohr)^2
largest slope error, 5 random directions: 1.0e-09 Eh/bohr
mean gap at +-0.01 bohr along ghat: 4.69072e-03, cone 4.69073e-03 Eh
mean gap at +-0.01 bohr along hhat: 2.66401e-03, cone 2.66398e-03 Eh
gap along tau, 0.005/0.01 bohr: 7.6819e-07 3.0624e-06 Eh, ratio 3.987
gap^2 Hessian top eigenvalues: 0.440059 0.141936 (Eh/bohr)^2
8|g|^2, 8|h|^2: 0.440059 0.141936 (Eh/bohr)^2
zero modes 10 (largest 4.9e-08), minus 6 rigid = 4
approach 30 deg: theta formula -9.077, eigenvector -9.077 deg
  |g'|,|h'| adiabatic 0.22669 0.14615, formula 0.22669 0.14615 Eh/bohr
  error at 4e-4, 2e-4 bohr: 7.44e-05 3.72e-05 Eh/bohr
approach 110 deg: theta formula -61.327, eigenvector -61.327 deg
  |g'|,|h'| adiabatic 0.16909 0.21014, formula 0.16909 0.21014 Eh/bohr
  error at 4e-4, 2e-4 bohr: 5.68e-05 2.84e-05 Eh/bohr
seam steps 0.02/0.01 bohr: correction 4.961e-05 1.239e-05 bohr, ratio 4.003
singular values of d(distances)/d(seam coordinate): 1.999 1.443 1.348 0.421
seam energy slope along tau -0.042260, s.tau -0.042260 Eh/bohr
seam point 0.1 bohr along tau, distances (bohr): 2.4944 2.8561 2.2672 2.0712 2.9270 1.7699
  E = -1.63079834 Eh, gap 3.1e-15 Eh, correction 0.00103 bohr
masses 1,1,1,2: plane tilted by principal angles (deg): 14.56 11.00
i*eps*A, eps=1e-05 Eh, |A12|=0.0918: gap at R0 1.8369e-06, formula 1.8369e-06 Eh
H3 side 2.0 bohr, STO-3G + p(0.8), 792 determinants, E0 = -1.42677546 Eh
  |g| = 0.277347, |h| = 0.277347 Eh/bohr, seam dimension 1
  z rotation: |dH/dphi |1>| = 1.3341 Eh/rad, largest rigid.(s,g,h) = 1.9e-09
  gap at side 2.2 bohr: 1.2e-14 Eh
\end{verbatim}
